# From Hexagon to Triangle: Growth of a Crystal with Alternating Edges, part 2

A flat, convex crystal is bounded by six straight edges whose outward normals are 60 degrees apart. Slow edges, advancing at speed $v_s$, alternate with fast edges, advancing at $v_f\ge v_s$, and $r=v_f/v_s$. The problem is when such a hexagon loses its fast edges and becomes a triangle.

The edges are numbered $i=0,\dots,5$ counterclockwise, with indices modulo 6. The line of edge $i$ lies at distance $h_i$ from an origin inside the crystal, and $t$ is time. The length of edge $i$ is

$$
L_i=\frac{2}{\sqrt3}\left(h_{i-1}+h_{i+1}-h_i\right). \tag{1}
$$

If the speeds are constant and do not depend on edge length, the fast edges of a hexagon vanish in finite time for $r>2$, keep their length for $r=2$ and lengthen for $r<2$. In the last case the ratio of fast to slow length tends to $(2-r)/(2r-1)$, and a triangular seed opens fast edges at its corners.

The main example has $v_s=20$ nm/s, $v_f=60$ nm/s and a regular seed with all edges 500 nm from its centre. At constant speeds its fast edges vanish at 25 s, and after 600 s the triangle has a side of 43.3 µm.

The numerical output at the end also covers three variations. One is an irregular seed with distances 500, 520, 560, 480, 610 and 600 nm, beginning with a slow edge. Another lowers $v_f$ to give $r=2$ or $r=1.5$, with $v_s$ and the duration unchanged. The third concerns a possible extra edge, of speed $w$, whose normal lies halfway between two neighbouring normals. It stays absent if $w$ exceeds the threshold for the shape concerned:

$$
w>\frac{v_s+v_f}{\sqrt3}\qquad\text{(hexagon)}. \tag{10}
$$

$$
w>\sqrt3\,v_s\qquad\text{(triangle)}. \tag{11}
$$

## Row growth: the corner that remains

The slow and fast edges have speeds $v_s$ and $v_f$, and their normals alternate every 60 degrees. A fast edge of length $L$ between two slow edges changes at the rate

$$
\frac{dL}{dt}=\frac{2}{\sqrt3}(2v_s-v_f). \tag{12}
$$

With constant speeds and $v_f>2v_s$ it vanishes in finite time, leaving a triangle of side $2\sqrt3\,h_s$, where $h_s$ is the distance of the slow edges from the centre. The example has $v_s=20$ nm/s, $v_f=60$ nm/s and initial distances of 500 nm. The assumption examined now is that $v_f$ does not depend on $L$.

Suppose that an edge advances by complete atomic rows of height $b$. A new row starts at a random place, with a rate $J$ per unit length and time, and spreads in both directions. Each of its two ends is a kink that moves at speed $c$. When two ends of the same row level meet, both kinks disappear. A kink that reaches the end of the edge leaves it. Corners are assumed to create no kinks, and the kinks are assumed to move much faster than the corners.

Let $\rho_R(x)$ and $\rho_L(x)$ be the mean numbers per length of kinks moving right and left, at position $0<x<L$. The passage of either kind raises the edge locally by $b$, so the local speed is $bc(\rho_R+\rho_L)$. Nucleation creates one kink of each kind at the rate $J$. Kinks approach each other at the relative speed $2c$, and if their positions are treated as uncorrelated they meet at the rate $2c\rho_R\rho_L$ per length. This mean-field assumption is the one approximation in solving the row model. In the steady state

$$
c\,\frac{d\rho_R}{dx}=J-2c\rho_R\rho_L,\qquad
-c\,\frac{d\rho_L}{dx}=J-2c\rho_R\rho_L. \tag{13}
$$

The signs on the left differ because the two kinds move in opposite directions. Subtracting the second equation from the first shows that $S=\rho_R+\rho_L$ does not depend on $x$. Every part of the edge thus advances at the same mean speed, and the edge keeps its average shape:

$$
v=bcS. \tag{14}
$$

No right-moving kink enters at the left end, and no left-moving kink enters at the right end. Hence $\rho_R(0)=0$ and $\rho_L(L)=0$, the latter being the same as $\rho_R(L)=S$. The average edge is therefore slightly bowed, but its slope $b|\rho_R-\rho_L|$ never exceeds $bS=v/c$. This is at most 0.006 in the example below, and the edge is treated as straight. Define $u=\rho_R-S/2$. Then $\rho_L=S/2-u$ and

$$
\rho_R\rho_L=\left(\tfrac S2+u\right)\left(\tfrac S2-u\right)=\frac{S^2}{4}-u^2 .
$$

Dividing the first equation of (13) by $c$ gives

$$
\frac{du}{dx}=\frac Jc-\frac{S^2}{2}+2u^2=2(u^2+k^2),\qquad
k^2=\kappa^2-\frac{S^2}{4},\qquad
\kappa=\sqrt{\frac{J}{2c}}. \tag{15}
$$

As $x$ runs from 0 to $L$, $u$ rises from $-S/2$ to $S/2$ and passes through zero. Its slope there is $2k^2$, which must be positive, so $k$ is real. Separating the variables and integrating over the edge gives

$$
\int_{-S/2}^{S/2}\frac{du}{u^2+k^2}
=\frac2k\arctan\frac{S}{2k}=2L,
$$

and therefore $S/2=k\tan(kL)$. Set $\varphi=kL$, which lies between 0 and $\pi/2$. The definition of $k$ now reads

$$
\kappa^2=k^2+k^2\tan^2\varphi=\frac{k^2}{\cos^2\varphi}.
$$

Thus $k=\kappa\cos\varphi$ and $S=2\kappa\sin\varphi$. With $2c\kappa=\sqrt{2Jc}$, the speed is

$$
v(L)=v_\infty\sin\varphi,\qquad
\varphi=\kappa L\cos\varphi,\qquad
v_\infty=b\sqrt{2Jc}. \tag{16}
$$

Since $\varphi/\cos\varphi$ rises steadily from zero to infinity on the allowed interval, each $L$ has one solution $\varphi$, and $v$ rises with $L$. For $\kappa L\ll1$ one has $\varphi\approx\kappa L$ and $v\approx2bc\kappa^2L=bJL$. Each nucleus then completes its row before another forms, so the speed is proportional to the number of nuclei. For $\kappa L\gg1$, $\varphi$ approaches $\pi/2$ and the speed becomes $v_\infty$, independent of length. The crossover length is $1/\kappa$.

The mean-field step was tested by a simulation that keeps the correlations between kinks. Nucleation events are placed at random in position and time. One event can lie on a row started by an earlier event if their separation in position is no greater than $c$ times their separation in time, and the number of rows grown is the length of the longest chain of such events. For $\kappa L=0.30$ the simulated and mean-field values of $v/v_\infty$ agree at 0.284. For $\kappa L=0.98$ they are 0.651 and 0.667, and for $\kappa L=3$ they are 0.877 and 0.921. For $\kappa L=100$ both are within 1% of one. At the two intermediate lengths, (16) overestimates the simulated speed by about 2% and 5%. The simulated values at $\kappa L=0.30$, $0.98$ and $3$ are matched within 0.001 by the ratio of modified Bessel functions $v/v_\infty=I_2(4\kappa L)/I_1(4\kappa L)$, which is quoted here without derivation. On long edges this ratio falls short of one by $3/(8\kappa L)$, whereas the shortfall in (16) decreases as $1/(\kappa L)^2$. Mean field therefore approaches $v_\infty$ too quickly.

Let $v_\infty$ now denote the long-edge speed of the fast family, with $r=v_\infty/v_s>2$, and let the slow edges be long enough to have their own constant speed $v_s$. Replacing $v_f$ in (12) by $v(L)$ gives

$$
\frac{dL}{dt}=\frac{2}{\sqrt3}\left[2v_s-v_\infty\sin\varphi(L)\right]. \tag{17}
$$

A long fast edge shrinks, but as it shortens it slows down. Shrinking stops when $v(L)=2v_s$, at $\sin\varphi=s$ with $s=2v_s/v_\infty=2/r$. From (16), $\kappa L=\varphi/\cos\varphi$, and the remaining width is

$$
L_{\rm res}=\frac{\arcsin s}{\kappa\sqrt{1-s^2}}. \tag{18}
$$

This width is stable. A longer edge has $v>2v_s$ and shrinks; a shorter one has $v<2v_s$ and grows. In this model the crystal for $r>2$ is a triangle with three blunt corners whose mean width is constant; the width of each corner fluctuates about this mean because rows start at random. It looks sharper as it grows, because its side increases and the blunt width does not.

The limits of (18) show what controls the corner. If the fast family is very much faster, $s\ll1$ and $L_{\rm res}\approx s/\kappa$. Using $v_\infty=2bc\kappa$ and $\kappa^2=J/(2c)$, this becomes $2v_s/(bJ)$: the kink speed drops out, since each nucleus completes a row. As $r$ approaches 2 from above, $s\to1$ and the width diverges. In this limit (18) is no longer quantitative: it grows as $(1-s)^{-1/2}$, while the Bessel ratio gives $\kappa L_{\rm res}\approx3/[8(1-s)]$ and a width larger than (18) by a factor of about 1.05 at $r=3$, 1.2 at $r=2.5$, 1.5 at $r=2.2$ and 1.9 at $r=2.1$. At $r=2$ a finite fast edge is slower than $2v_s$, so between long slow edges it lengthens instead of keeping its length. The geometrical threshold is thus a statement about edges much longer than $1/\kappa$.

For the example, take a lattice constant of 0.32 nm. Rows along a close-packed direction of the triangular lattice are $b=0.32\times\sqrt3/2=0.277$ nm apart. Let $c=10^4$ nm/s. The long-edge speed of 60 nm/s then fixes

$$
\frac1\kappa=\frac{2bc}{v_\infty}
=\frac{2\times0.277\times10^4}{60}\ \text{nm}=92\ \text{nm},
\qquad J=2c\kappa^2=2.3\ \text{nm}^{-1}\,\text{s}^{-1}.
$$

With $s=40/60=0.667$, (18) gives $\kappa L_{\rm res}=0.979$ and $L_{\rm res}=90$ nm. Linear interpolation between simulated points puts $v=2v_s$ at 96 nm. This is slightly high because $v(L)$ is concave; the Bessel ratio gives 95 nm, about 5% above the mean-field value. The difference has the expected sign: an edge that is slower at a given length must be longer to reach the same speed.

The approach to this width was computed by letting both families obey (16). The slow edges have the same $b$ and $c$, and a nucleation rate that gives them 20 nm/s when long; their crossover length is 277 nm. At 25 s, when the constant-speed model loses the fast edges, they are still 124 nm long. At 100 s and at 600 s their length is 90 nm, the value given by (18). These are mean-field values; with the Bessel ratio in place of (16) the three lengths are about 138, 92 and 95 nm. If the three slow edges are extended to form a sharp triangle, its side at 600 s is 43.2 µm, so the blunt width is 0.2% of the side. This side is slightly smaller than in the constant-speed model, because the slow edges are also below their full speed while they are short. The calculation understates this lag, since (16) overestimates the speed at intermediate lengths and the error adds up during growth. The true lag can be several times larger, though still only of the order of 1% of the side.

To see how the corner responds to a change in the speed ratio, differentiate $\kappa L=\varphi/\cos\varphi$ with $\sin\varphi=s$:

$$
\frac{d\ln L_{\rm res}}{d\ln s}
=\frac{s\left(\cos\varphi+\varphi\sin\varphi\right)}{\varphi\cos^2\varphi}\approx2.0
$$

for $s=0.667$ and fixed $\kappa$. A rise of $s$ by 1% thus widens the corner by about 2% in mean field, and by about 2.3% with the Bessel ratio.

Several neglected effects can be sized with the same numbers. The steady kink densities in (13) require the ends of the fast edge to move slowly. Each end moves along the edge at half the rate (12), at most about 14 nm/s in the growth computed above, against a kink speed of $10^4$ nm/s. The ratio of $v_\infty$ to $c$ is likewise small, 0.006.

Edge energy also acts on a short edge. Let $\gamma_s$ and $\gamma_f$ be the energies per length of the two families. When the blunt edge advances by $\delta h$, it loses the length $2\delta h/\sqrt3$, and each slow neighbour gains the same amount. The added area is $L\,\delta h$, which contains $L\,\delta h/A$ lattice cells of area $A$. The energy cost per added cell is therefore

$$
\Delta\mu=\frac{2A}{\sqrt3\,L}(2\gamma_s-\gamma_f). \tag{19}
$$

With $A=0.0887$ nm², $\gamma_s=2.0$ eV/nm, $\gamma_f=2.5$ eV/nm and $L=90$ nm, this is 0.0017 eV. At 1050 K, $k_BT=0.0905$ eV, and the cost is 2% of it. If $J$ falls by the same 2% at fixed $c$, both $v_\infty$ and $\kappa$ fall by 1%. The width then rises by about 2% through $s$ and 1% through $\kappa$, or 3% in all. A nucleation rate that responds more strongly to chemical potential would give a larger change.

The supply of material may also differ between the corners and the middle of the sides. An edge moving at $v_s$ consumes $v_s/A$ cells per length and time. If this material diffuses over a distance $R$ with diffusivity $D$, the density differs across that distance by an amount of the order of $v_sR/(AD)$. Relative to an adsorbed density $\theta/A$, where $\theta$ is the coverage per cell, this estimate is $v_sR/(D\theta)$. With $R=2h_s=25$ µm, $D=10^9$ nm²/s and $\theta=0.01$, it is 5%. To bring $r$ from 3 to 2, the ratio of the speeds would have to fall by 33%. If speeds are proportional to the local density, this depletion leaves the crystal on the triangular side of the threshold.

The assumption about corners is more delicate. Suppose that each end of the fast edge sends in new kinks at the rate $q$. On a very short edge each such kink completes a row, so the speed tends to $2bq$ as $L\to0$, instead of zero. If $2bq>2v_s$, even the shortest edge is fast enough to close, and the corner becomes sharp down to the atomic scale. The critical rate is $q=v_s/b=72$ per second, which is also the rate at which slow rows arrive at each corner. The residual width thus depends on whether a completed slow row helps to start a fast one, a question that the row model leaves open.

The example lies in the rough regime of monolayer MoS$_2$ grown from the vapour near 1000 K. That material has two inequivalent families of zigzag edges, and its islands can be triangles, truncated triangles or hexagons, with sizes from micrometres to tens of micrometres and more. The temperature, the lattice constant and a growth speed of order 1 µm per minute are of a typical size. The speed ratio, kink speed, diffusivity, coverage and edge energies are model choices, so the 90 nm corner is a result for these choices and not a prediction for a given sample. In a real furnace the speed ratio need not be constant, because the supplies of metal and sulfur can vary with time and position. If the ratio dropped to 1.5 during one last minute, at fixed $v_s$, long-edge growth by (12) would add about $11.5\times60\approx690$ nm to each blunt corner, nearly eight times the residual width. Row growth would add more, because a fast edge advances more slowly while it is short. A blunt corner can therefore record the end of the growth run as well as the kinetics of its rows, and its width measures $L_{\rm res}$ only if the conditions were steady until growth stopped. The computed values are collected in the numerical output.

## Calculated quantities

```
temperature = 1050 K, kT = 0.0905 eV
slow, fast edge speed = 20, 60 nm/s
speed ratio = 3.00
seed edge distance = 500 nm
seed edge length = 577.4 nm
growth time = 600 s
fast edges vanish at = 25.00 s
at 15.0 s: slow, fast distance = 800, 1400 nm
at 15.0 s: slow, fast length = 2309.4, 230.9 nm
triangle side when fast edges vanish = 3464.1 nm
final slow-edge distance = 12500 nm
final triangle side = 43301 nm = 43.30 um
irregular seed distances (nm): 500 520 560 480 610 600
irregular seed vanishing times (s): 27.00 34.50 25.50
irregular seed final side = 43497.6 nm
ratio 2: final fast length = 577.4 nm
ratio 2: final slow length = 42146.6 nm
ratio 2: final fast/slow length = 0.01370
ratio 1.5: fast/slow length at end = 0.2653
ratio 1.5: limiting fast/slow length = 0.2500
ratio 1.5: edge opened on triangle = 6928.2 nm
halfway threshold, triangle = 34.64 nm/s
halfway threshold, ratio 1.5 = 28.87 nm/s
lattice constant = 0.32 nm, row height = 0.2771 nm
kink speed = 10000 nm/s
fast-edge nucleation rate = 2.344 per nm per s
1/kappa fast, slow = 92.38, 277.13 nm
s = 0.6667, kappa*residual width = 0.9790
kappa*L = 0.300: relative speed mean-field 0.2837, simulated 0.2837
kappa*L = 0.979: relative speed mean-field 0.6667, simulated 0.6508
kappa*L = 3.000: relative speed mean-field 0.9208, simulated 0.8772
kappa*L = 100.000: relative speed mean-field 0.9999, simulated 0.9992
residual corner width, formula = 90.44 nm
residual corner width, simulation = 96.0 nm
coupled growth: fast length at 25 s = 124.32 nm
coupled growth: fast length at 100 s = 90.19 nm
coupled growth: fast length at 600 s = 90.43 nm
coupled growth: side of uncut triangle = 43222 nm
residual width / uncut side = 0.00209
edge energies slow, fast = 2.0, 2.5 eV/nm
chemical potential shift at corner = 0.00170 eV
shift / kT = 0.0188
precursor diffusivity = 1.0e+09 nm^2/s
precursor coverage = 0.010 per site
relative supply depletion across crystal = 0.0500
ratio change needed to reach 2 = 0.3333 (relative)
fast edge speed / kink speed = 0.0060
```
